# Choosing the Boltzmann Collision Solver for Channel Mobility: Conservation and Null Modes

## Two states that show the whole problem

Take two cells of electron states with equal energy and velocities $+v$ and $-v$. Each holds $w$ states per unit area, with equilibrium occupation $f$. An elastic collision takes an electron to the other cell at rate $P$, or leaves it in its own cell at rate $P_0$. The Pauli factors cancel between the two directions, so

$$\dot f_1=P f_2(1-f_1)-P f_1(1-f_2)=P(f_2-f_1).$$

Write the deviation from equilibrium as $\delta f_i=f(1-f)\phi_i$. A force $F$ on the electron along the positive direction adds $-Fv_i\,\partial f/\partial\varepsilon=Fv_i f(1-f)/k_BT$ to $\dot f_i$. Dividing by $f(1-f)$, the steady state obeys

$$P\begin{pmatrix}1&-1\\-1&1\end{pmatrix}\begin{pmatrix}\phi_1\\\phi_2\end{pmatrix}=\frac{F}{k_BT}\begin{pmatrix}v\\-v\end{pmatrix}.$$

The matrix is singular. Its null vector $(1,1)$ adds electrons equally to both cells, and collisions cannot undo that because they conserve particles. The right side is orthogonal to this vector, so a solution exists. The solution that adds no particles is $\phi_1=-\phi_2=vF/(2Pk_BT)$.

The current therefore relaxes at rate $2P$, while the rate of leaving a state is $P_0+P$. The two agree if $P_0=P$, that is, if scattering has no preferred direction. If forward scattering dominates, $P_0>P$, the out-rate overstates the loss of current and understates the mobility.

## What the setting decides

Transport codes may offer a choice between a relaxation-time formula, which uses out-rates, and a solution with the full collision matrix. The full solution also needs an energy step, an angular grid and a treatment of the singular matrix. The analysis below fixes sensible choices for a two-dimensional channel in a weak, uniform electric field and no magnetic field. Phonons stay in equilibrium, and electron-electron collisions are omitted.

Let cell $i$ have weight $w_i$ (states per area, spin included), energy $\varepsilon_i$, velocity $\mathbf v_i$ and Fermi occupation $f_i$. Let $P_{ij}$ be the rate from one state in cell $i$ to all of cell $j$. For arbitrary occupations $g_i$, the collision term is

$$w_i\dot g_i=\sum_j\left[w_jg_jP_{ji}(1-g_i)-w_ig_iP_{ij}(1-g_j)\right].$$

Summed over $i$, the two terms cancel after exchanging the names $i$ and $j$ in one of them. Particle number is thus conserved for any $g$ and any set of rates, provided that gain and loss use the same $P_{ij}$.

## From conserved flows to a symmetric matrix

Conservation alone does not make the Fermi distribution stationary. For that we require equal forward and reverse equilibrium flows:

$$\Gamma_{ij}=w_if_iP_{ij}(1-f_j)=\Gamma_{ji}.$$

Put $g_i=f_i+f_i(1-f_i)\phi_i$. Then

$$g_i=f_i[1+(1-f_i)\phi_i],\qquad 1-g_i=(1-f_i)(1-f_i\phi_i).$$

To first order, the net flow from $j$ to $i$ is

$$\Gamma_{ji}[1+(1-f_j)\phi_j-f_i\phi_i]-\Gamma_{ij}[1+(1-f_i)\phi_i-f_j\phi_j]
=\Gamma_{ij}(\phi_j-\phi_i).$$

The terms containing $f_i\phi_i$ and $f_j\phi_j$ cancel because $\Gamma$ is symmetric. Hence the linearised collision term is $-L\phi$, with

$$L_{ij}=\delta_{ij}\sum_l\Gamma_{il}-\Gamma_{ij}.$$

Every row and column of $L$ sums to zero. The column sums express particle conservation; the row sums say that a uniform $\phi$ is stationary. Such a $\phi$ is a small shift of the Fermi level by $k_BT\phi$.

Define $N_i=w_if_i(1-f_i)$. With force $\mathbf F$, the steady equation is

$$L\phi=\frac{1}{k_BT}N\mathbf v\cdot\mathbf F.$$

For an electron in field $\mathbf E$, $\mathbf F=-e\mathbf E$ with $e>0$. The electric current is $\mathbf J=-e\sum_iN_i\mathbf v_i\phi_i$. The two minus signs cancel, and $\mathbf J=en\mu\mathbf E$ gives

$$\mu=\frac{e}{nk_BT}\sum_{ij}N_i\mathbf v_i(L^+)_{ij}N_j\mathbf v_j^{\mathsf T}.$$

Here $n$ is the electron density and $L^+$ is an inverse on the space orthogonal to the null vectors.

## An energy grid that keeps detailed balance

In an elliptical parabolic valley, use

$$k_1=\frac{\sqrt{2m_1E}}{\hbar}\cos\theta,\qquad k_2=\frac{\sqrt{2m_2E}}{\hbar}\sin\theta,$$

where $E$ is measured from the valley bottom. Since $\partial k_a/\partial E=k_a/(2E)$, the Jacobian is

$$\frac{\partial(k_1,k_2)}{\partial(E,\theta)}=\frac{2E\sqrt{m_1m_2}}{\hbar^2}\frac{\cos^2\theta+\sin^2\theta}{2E}=\frac{\sqrt{m_1m_2}}{\hbar^2}.$$

With $m_d=\sqrt{m_1m_2}$, cells of energy width $h$ and angular width $\Delta\theta$ all have the weight $w=2m_dh\Delta\theta/(4\pi^2\hbar^2)$.

Let each phonon energy be a whole number of steps, $\hbar\omega=mh$. Integrating the energy delta function over a final bin then gives one for the bin $m$ steps away and zero for the others. No numerical broadening of the delta function is needed. For absorption from $i$ to $j$, followed by its reverse,

$$\frac{\Gamma_{ij}}{\Gamma_{ji}}=\frac{f_i(1-f_j)}{f_j(1-f_i)}\frac{N_q}{N_q+1}
=e^{(\varepsilon_j-\varepsilon_i)/k_BT}e^{-\hbar\omega/k_BT}=1.$$

$N_q$ is the Bose number. If the grid jump differs from the energy used in $N_q$, the ratio is not one. At 300 K, where $k_BT=25.85$ meV, a mismatch of 2 meV gives $e^{2/25.85}=1.08$, an 8 percent imbalance. If a phonon energy must be rounded to fit the grid, the rounded value belongs in the Bose number too. Valley offsets must fit the same grid. At its upper end, a transition leaving the grid is dropped together with its reverse.

## How many null modes there are

Using the symmetry of $\Gamma$,

$$\phi^{\mathsf T}L\phi=\sum_{ij}\Gamma_{ij}(\phi_i^2-\phi_i\phi_j)=\frac12\sum_{ij}\Gamma_{ij}(\phi_i-\phi_j)^2\ge0.$$

This vanishes if and only if $\phi$ is equal on every pair of cells joined by a nonzero flow. There is one null mode for each connected component of the scattering graph, so the null mode is unique only when the graph is connected.

Consider elastic collisions and two dispersionless phonons with energies of $p$ and $q$ steps. Let $g$ be the greatest common divisor of $p$ and $q$. Every collision preserves the energy index modulo $g$, so there are at least $g$ components. To see that there are no more, take $p+q$ successive levels, numbered from zero. From level $x<q$ go up by $p$; from $x\ge q$ go down by $q$. Both moves are $x\to x+p$ modulo $p+q$. This map has $\gcd(p,p+q)=g$ cycles. Overlapping windows extend the result to a longer grid; a grid with fewer than $p+q$ levels can have more components. A second valley adds no component if its levels connect to the first through these same phonons.

For phonons of 28 and 60 meV, the count is:

- step 4 meV: $\gcd(7,15)=1$;
- step 2 meV: $\gcd(14,30)=2$;
- step 1 meV: $\gcd(28,60)=4$.

Diagonalisation finds these same numbers. A finer grid resolves more energy ladders that this model never mixes. In the continuum, energy modulo 4 meV is conserved, and the null modes form a continuous family. A growing null space is therefore no sign of poor convergence here. Any added process with a nonzero flow between two ladders merges their null modes.

## Removing them without changing the answer

The factors $N_i$ span several orders of magnitude, so it helps to scale the unknowns. With $N$ also denoting the diagonal matrix of the $N_i$, define

$$A=N^{-1/2}LN^{-1/2},\qquad \mathbf d_i=\sqrt{N_i}\,\mathbf v_i,\qquad A\psi=\mathbf d.$$

Without a force, $N\dot\phi=-L\phi$ becomes $\dot\psi=-A\psi$ for $\psi=\sqrt N\phi$. The eigenvalues of $A$ are therefore decay rates. On component $c$, the normalised null vector $u_c$ has entries proportional to $\sqrt{N_i}$, and is zero elsewhere.

Each energy shell contains opposite velocities with equal $N_i$, so $u_c^{\mathsf T}\mathbf d=0$. Solve

$$\left(A+\alpha\sum_cu_cu_c^{\mathsf T}\right)\psi=\mathbf d,\qquad\alpha>0.$$

Multiplication by $u_c^{\mathsf T}$ removes $A$ and leaves $\alpha u_c^{\mathsf T}\psi=0$. The added term thus vanishes on the solution, which satisfies $A\psi=\mathbf d$ and adds no particles to any component. The result does not depend on $\alpha$. A value near the mean out-rate puts the lifted modes on the same scale as the other rates.

If a less symmetric grid gives $u_c^{\mathsf T}\mathbf d\ne0$, the same multiplication gives $\alpha u_c^{\mathsf T}\psi=u_c^{\mathsf T}\mathbf d$. The equation actually solved is then $A\psi=\mathbf d-\sum_cu_cu_c^{\mathsf T}\mathbf d$. The solver has silently projected the drive, so this overlap should be inspected.

The tensor follows from

$$\mu=\frac{e}{nk_BT}\sum_i\mathbf d_i\psi_i^{\mathsf T}.$$

It is symmetric because $A$ is symmetric. For any direction $\mathbf a\neq0$, $\mathbf a^{\mathsf T}\mu\mathbf a$ is positive, since $\mathbf d\cdot\mathbf a$ is nonzero and orthogonal to the null space.

A small nonzero eigenvalue is a slow relaxation of the model, not a null mode. On a 4 meV test grid reaching 160 meV, the slowest nonzero rate is 0.16 ps$^{-1}$, although the acoustic rate alone is 4.43 ps$^{-1}$. This mode cannot carry current. Under $\mathbf k\to-\mathbf k$ within each valley, modes separate into even and odd ones. Isotropic processes have no in-scattering for odd modes, so they damp them at no less than the acoustic rate; impurity scattering adds a nonnegative form. Every odd rate is thus at least 4.43 ps$^{-1}$, and the slow mode is even. It changes sign about every 15 meV in energy and is slow because the two phonon energies are sharp and nearly commensurate. Spreading each phonon over $\pm4$ meV raises its rate to about 0.95 ps$^{-1}$. Null modes are safer to identify from graph components than from a loose eigenvalue threshold.

## When out-rates are enough

The linearised out-rate is

$$\gamma_i=\frac{1}{N_i}\sum_j\Gamma_{ij}=\sum_jP_{ij}\frac{1-f_j}{1-f_i}.$$

If scattering does not depend on the final angle, the sum of $\Gamma_{ij}\phi_j$ over a shell vanishes for odd $\phi$. Then $\psi_i=\mathbf d_i/\gamma_i$ solves the full equation, even with inelastic phonons and degenerate electrons.

A familiar limit checks the prefactor. For one valley with constant $\gamma$, the angular average of $v_1^2=(2E/m_1)\cos^2\theta$ is $E/m_1$, and likewise for axis 2. With the constant density of states $D_s=m_d/(\pi\hbar^2)$, integration by parts gives

$$\frac{1}{k_BT}\sum_iN_iE_i\to D_s\int_0^\infty E\left(-\frac{\partial f}{\partial E}\right)dE=D_s\int_0^\infty f\,dE=n.$$

Hence $\mu=eM^{-1}/\gamma$, where $M$ is the mass tensor: the Drude result.

For elastic scattering that depends on the angle turned, take a circular valley and $\phi=\cos\theta$. With $P(\delta)$ even in the turning angle $\delta$,

$$\sum_\delta P(\delta)[\cos\theta-\cos(\theta+\delta)]=\cos\theta\sum_\delta P(\delta)(1-\cos\delta),$$

because the $\sin\delta$ term sums to zero. Small turns hardly reduce the current. An elliptical valley with momentum-dependent scattering generally mixes angular harmonics, and this single factor is no longer exact. The mixing can still be weak. One relaxation time per shell and per principal axis $a$ of the valley, $\tau_a=\sum_i d_{ia}^2/\sum_{ij}d_{ia}A_{ij}d_{ja}$ with the sums over that shell, keeps only the first harmonic. In the two-valley example below it reproduces the full tensor to about 0.02 percent. The full matrix needs no such assumption and shows whether it holds.

## Why the out-rate must come from the same sum

It may look more accurate to integrate the out-rate on a very fine angular grid and keep the in-rates on a coarse one. Suppose this lowers each out-rate by $\chi_i$. The cancellation then fails:

$$\frac{d}{dt}\sum_iN_i\phi_i=\sum_iN_i\chi_i\phi_i.$$

For a uniform positive $\phi$ and positive average $\chi$, collisions create particles.

The sign and order of the error can be derived for screened charges. Their rate contains $(|\mathbf q|+q_s)^{-2}$, where $\mathbf q$ is the momentum transfer divided by $\hbar$ and $q_s$ the screening wave number. Near zero turning angle it behaves as $K_0-s|\delta|$, with $s>0$. On each side of the cusp, the endpoint correction of the trapezoidal sum is $\Delta\theta^2/12$ times the slope, with opposite signs at the two ends. Together they give

$$\text{sum}-\text{integral}\simeq-\frac{\Delta\theta^2}{12}[(-s)-(+s)]=\frac{s\,\Delta\theta^2}{6}.$$

The coarse out-rate is too large, so $\chi_i>0$ at this order. In the conserving form, however, the rate multiplies $\phi_i-\phi_j$, which vanishes linearly at the cusp. The product $|\delta|\delta$ has no jump in slope, and the error of order $\Delta\theta^2$ disappears. Separate integration destroys this cancellation.

For an impurity-limited elliptical valley with 12 angles, the conserving tensor differs by 0.11 percent from an independent angular-harmonic solution. With separately integrated out-rates the difference is 10.7 percent. Both are norms relative to the reference tensor. The average spurious creation rate is 0.66 ps$^{-1}$. In steady transport the drive is odd and does not excite the particle-number mode; the mobility is wrong because $\chi_i$ also lowers the damping of odd modes.

## A two-valley channel at 300 K

The example is a model with round parameters. Each of its two valleys has mass 0.2 $m_0$ along its light axis and 0.8 $m_0$ along its heavy axis. The light axis of valley A lies at 30° to $x$; that of valley B lies at 90°, and its bottom is 24 meV higher. The Fermi level is 30 meV above the bottom of A. Scattering comes from elastic acoustic phonons, 28 and 60 meV phonons coupling all valley pairs, and $10^{12}$ cm$^{-2}$ screened charges in the channel plane. Impurity scattering stays within a valley.

With a 4 meV step up to 360 meV, valley A has 90 shells and valley B has 84. Sixteen angles give $(90+84)\times16=2784$ cells. Because the valleys have equal densities of states, the share of electrons in B is

$$\frac{\ln(1+e^{6/25.85})}{\ln(1+e^{30/25.85})+\ln(1+e^{6/25.85})}=\frac{0.816}{1.433+0.816}=0.363.$$

The total density is $9.71\times10^{12}$ cm$^{-2}$. The full solution gives

$$\mu=\begin{pmatrix}225&69\\69&229\end{pmatrix}\ \mathrm{cm^2/(V\,s)}.$$

The diagonal elements are nearly equal, yet the channel is far from isotropic. Their mean is 226.8 and half their difference is 1.8, so the principal mobilities are

$$226.8\pm\sqrt{1.8^2+69.1^2}=296\ \text{and}\ 158\ \mathrm{cm^2/(V\,s)}.$$

The high-mobility axis lies at 45.7°. Measuring along $x$ and $y$ alone would miss almost all the anisotropy.

The tensor also reveals the valley contributions. Odd modes do not couple the valleys, because intervalley scattering is isotropic. Each contribution therefore has the axes of its own valley. If its principal values differ by $s_\nu$ and its light axis lies at $a_\nu$, it adds $\tfrac12s_\nu\sin2a_\nu$ to $\mu_{xy}$ and $s_\nu\cos2a_\nu$ to $\mu_{xx}-\mu_{yy}$. For B, $2a_B=180^\circ$, so

$$s_A=\frac{2(69.11)}{\sin60^\circ}=159.6,\qquad s_B=159.6\cos60^\circ-(224.98-228.54)=83.4.$$

Dividing by the populations 0.637 and 0.363 gives about 250 and 230 cm$^2$/(V s) per electron. The axis lies nearer to 30° than to 90° mainly because A holds more electrons, and also because the difference between the principal values per electron is slightly larger in A.

On the same 16-angle grid, the out-rate approximation gives 175, 60 and 179 cm$^2$/(V s) for $xx$, $xy$ and $yy$. These values still carry the cusp error of order $\Delta\theta^2$; with fine angles they converge to about 178, 62 and 182. The trace is then 21 percent below the full one, while the off-diagonal element is 11 percent low. No common factor repairs the tensor. Without impurities, the two methods agree in the numerical test, as the isotropic argument requires.

## Choosing and checking the settings

- Use out-rates if all important scattering is isotropic. For screened charges or other directional scattering, in-scattering must be included. If the directional part is elastic, as here, a relaxation time per shell and axis can be enough, and the full matrix tests it.
- Choose an energy step that divides all phonon energies and valley offsets. Here 4 meV is the largest such step. Halving it changes the tensor by 0.02 percent on an eight-angle grid.
- Refine the angles separately. Going from 16 to 20 changes the full tensor by less than 0.01 percent. The out-rate approximation converges more slowly and needs its own check.
- Form each diagonal element from the same discrete flows as the off-diagonal ones, and lift one null vector per graph component.
- Test the solver through a different route. After a small momentum kick, $\psi(t)=e^{-At}\mathbf d$, and its time integral is the required solution. Evolution with the nonlinear collision term reproduces the mobility column on a small grid to about one part in $10^8$.

These figures measure numerical error within the model, not its physical accuracy. The screening wave number is fixed, not calculated from the density, and impurity scattering is treated in the Born approximation. The Thomas-Fermi value at this density would be about 2 nm$^{-1}$, twice the one used. Lifetime broadening is ignored, although the mean out-rate of 34.7 ps$^{-1}$ corresponds to $\hbar\gamma\approx23$ meV, comparable to $k_BT$ and to the Fermi energy. The example thus lies at the edge of semiclassical transport, and in a real channel broadening and phonon dispersion would mix the energy ladders. Interface roughness and higher subbands are absent. Strong fields invalidate the linearisation. A magnetic field adds an antisymmetric operator, so the symmetry argument and a solver restricted to symmetric matrices no longer apply. The numerical output lists the remaining inputs and checks.

## Calculated quantities

```
temperature 300 K, kT 25.852 meV
Fermi level above valley A 30 meV
masses 0.2 and 0.8 m0
valley A: bottom 0 meV, tilt 30 deg
valley B: bottom 24 meV, tilt 90 deg
acoustic potential 10 eV
mass density 2300 kg/m^3, sound speed 9000 m/s
effective channel width 4 nm
phonon 28 meV: coupling 3.0e+10 eV/m
  base rate 0.9671 1/ps, Bose number 0.5118
phonon 60 meV: coupling 8.0e+10 eV/m
  base rate 3.2092 1/ps, Bose number 0.1089
impurities 1.0e+12 cm^-2, permittivity 10 eps0
screening wave number 1.0 1/nm
acoustic rate 4.433 1/ps
mean total out-rate 34.72 1/ps
main grid: step 4 meV, top 360 meV, 16 angles, 2784 cells
electron density 9.7128e+12 cm^-2
share of electrons in valley B 36.28 %
mu_xx 224.98 cm^2/Vs
mu_xy 69.11 cm^2/Vs
mu_yx 69.11 cm^2/Vs
mu_yy 228.54 cm^2/Vs
principal mobilities 295.89, 157.63 cm^2/Vs
angle of high-mobility axis 45.74 deg
out-rate approx. xx 174.70 cm^2/Vs
out-rate approx. xy 60.29 cm^2/Vs
out-rate approx. yy 178.76 cm^2/Vs
change for 16 to 20 angles 0.007 %
change for 4 to 2 meV (8 angles) 0.018 %
null modes at step 4 meV: 1
null modes at step 2 meV: 2
null modes at step 1 meV: 4
slowest nonzero rate (4 meV, top 160 meV) 0.1632 1/ps
relative conservation defect 8.7e-18
relative linearisation error 2.7e-13
kick test relative difference 1.2e-08
phonon-only error, 4 meV 0.0359 %
phonon-only error, 2 meV 0.0090 %
impurity-only error, 24 angles 0.023 %
impurity-only error, 12 angles 0.109 %
same with separate out-rate 10.695 %
its spurious particle creation 0.6628 1/ps
```
